# Mexican-hat band and true gap of a biased bilayer: a program that tests the result

```python
"""Biased Bernal bilayer: Mexican-hat band, ring radius and true gap.

Result under test (hbar = 1, Hartree atomic units):
    gap         = U*g / sqrt(U^2 + g^2)
    ring radius = (U / (2 v)) * sqrt((U^2 + 2 g^2) / (U^2 + g^2))
U: site-energy difference of the layers, g: interlayer hopping gamma1,
v: in-plane velocity, p: momentum from the zone corner K.
Basis (A1, B1, A2, B2); g couples B1 to A2. w is the complex in-plane
coupling: v*(px + i*py) in the continuum, t*f(k) on the lattice.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9


def hamiltonian(w, U, g):
    c = np.conj(w)
    return np.array([[U / 2, c, 0, 0],
                     [w, U / 2, g, 0],
                     [0, g, -U / 2, c],
                     [0, 0, w, -U / 2]], dtype=complex)


def bands(w, U, g):
    return np.linalg.eigvalsh(hamiltonian(w, U, g))


def gap_formula(U, g):
    return U * g / np.sqrt(U**2 + g**2)


def radius_formula(U, g, v):
    return U / (2 * v) * np.sqrt((U**2 + 2 * g**2) / (U**2 + g**2))


def minimum(function, low, high):
    result = minimize_scalar(function, bounds=(low, high), method="bounded",
                             options={"xatol": 1e-11, "maxiter": 500})
    return result.fun, result.x


def numerical_gap(U, g, v, angle=0.3):
    """Gap and the two extremal radii, from diagonalization only."""
    phase = np.exp(1j * angle)
    conduction, p_c = minimum(lambda p: bands(v * p * phase, U, g)[2],
                              0, 1.2 * U / v)
    valence, p_v = minimum(lambda p: -bands(v * p * phase, U, g)[1],
                           0, 1.2 * U / v)
    return conduction + valence, p_c, p_v


# --- symbolic: determinant and completed square --------------------------
E, Us, gs, x, R, W = sp.symbols("E U g x R W", positive=True)
# w and its conjugate enter the determinant only as their product x;
# this is checked by keeping them as W and x/W
matrix = sp.Matrix([[Us / 2, x / W, 0, 0], [W, Us / 2, gs, 0],
                    [0, gs, -Us / 2, x / W], [0, 0, W, -Us / 2]])
determinant = sp.expand((E * sp.eye(4) - matrix).det(method="berkowitz"))
a, b = E - Us / 2, E + Us / 2
assert sp.simplify(determinant
                   - ((a**2 - x) * (b**2 - x) - gs**2 * a * b)) == 0
biquadratic = (E**4 - (gs**2 + Us**2 / 2 + 2 * x) * E**2
               + (x - Us**2 / 4)**2 + gs**2 * Us**2 / 4)
assert sp.simplify(determinant - biquadratic) == 0
s_sym = Us**2 + gs**2
x_of_R = (R**2 - gs**4 / 4) / s_sym
for sign in (1, -1):
    square = gs**2 * Us**2 / (4 * s_sym) + (R + sign * s_sym / 2)**2 / s_sym
    value = determinant.subs(E, sp.sqrt(x * 0 + sp.Symbol("Q", positive=True)))
    value = sp.expand(value).subs(x, x_of_R)
    value = value.subs(sp.Symbol("Q", positive=True), square)
    assert sp.simplify(value) == 0

# --- explicit bands against diagonalization ------------------------------
g, U, v = 0.016, 0.012, 0.5
s = U**2 + g**2
rng = np.random.default_rng(1)
for _ in range(40):
    w = (rng.normal() + 1j * rng.normal()) * 0.02
    bias = rng.uniform(0.001, 0.05)
    xx = abs(w)**2
    root = np.sqrt(g**4 / 4 + xx * (bias**2 + g**2))
    mean = g**2 / 2 + bias**2 / 4 + xx
    low, high = np.sqrt(mean - root), np.sqrt(mean + root)
    assert np.allclose(bands(w, bias, g), [-high, -low, low, high],
                       rtol=0, atol=1e-11)

# --- ring and gap over a wide range of bias ------------------------------
table = []
for ratio in (0.1, 0.75, 2.0, 5.0, 20.0):
    bias = ratio * g
    for angle in (0.0, 1.1, 2.9):
        gap, p_c, p_v = numerical_gap(bias, g, v, angle)
        assert abs(gap / gap_formula(bias, g) - 1) < 1e-9
        # the minimum is flat, so its position is known less well
        assert abs(p_c / radius_formula(bias, g, v) - 1) < 2e-5
        assert abs(p_v / p_c - 1) < 4e-5
    scan = np.array([bands(v * p, bias, g)
                     for p in np.linspace(0, 3 * (bias + g) / v, 500)])
    assert scan[:, 2].min() >= gap / 2 - 1e-12
    assert scan[:, 1].max() <= -gap / 2 + 1e-12
    assert gap < min(bias, g)
    table.append((ratio, gap / g, v * p_c / bias))

# weak- and strong-bias limits, to the size of the next order
assert abs((1 - table[0][1] / 0.1) / (0.1**2 / 2) - 1) < 0.01
assert abs(table[0][2] * np.sqrt(2) - 1) < 0.01
assert abs((1 - table[-1][1]) / (1 / (2 * 20.0**2)) - 1) < 0.01
assert abs(table[-1][2] * 2 - 1) < 0.01

# --- shape of the hat ----------------------------------------------------
gap, p0, _ = numerical_gap(U, g, v)
centre = bands(0, U, g)
assert abs(centre[2] - U / 2) < 1e-14
assert abs(centre[3] - np.sqrt(g**2 + U**2 / 4)) < 1e-14
assert abs(bands(U, U, g)[2] - U / 2) < 1e-14
small_x = 1e-5 * g**2
slope = (bands(np.sqrt(small_x), U, g)[2] - U / 2) / small_x
assert abs(slope / (-U / g**2) - 1) < 1e-3

# --- layer polarization controls the growth of the gap -------------------


def polarization(bias):
    radius = numerical_gap(bias, g, v)[1]
    state = np.linalg.eigh(hamiltonian(v * radius, bias, g))[1][:, 2]
    weight = abs(state)**2
    return weight[0] + weight[1] - weight[2] - weight[3]


for bias in (0.5 * g, U, 3 * g):
    step = 1e-3 * bias
    growth = (numerical_gap(bias + step, g, v)[0]
              - numerical_gap(bias - step, g, v)[0]) / (2 * step)
    layer = polarization(bias)
    assert abs(growth - layer) < 1e-4
    assert abs(layer - (g / np.sqrt(bias**2 + g**2))**3) < 1e-4

# --- strong bias: coupling of the two crossing cones ---------------------
w = 0.2 * np.exp(0.7j)
cone = np.linalg.eigh(np.array([[0, np.conj(w)], [w, 0]]))[1]
valence_1, conduction_2 = cone[:, 0], cone[:, 1]
hop = np.array([[0, 0], [g, 0]])
cone_coupling = abs(np.conj(valence_1) @ hop @ conduction_2)
assert abs(cone_coupling - g / 2) < 1e-12

# --- honeycomb lattice with the same velocity ----------------------------
t, bond = 0.125, 8 / 3
K = 4 * np.pi / (3 * np.sqrt(3) * bond)
neighbours = bond * np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                              [-np.sqrt(3) / 2, -0.5]])


def lattice_coupling(q):
    """t*f at distance q from K; q > 0 points towards Gamma."""
    return t * np.exp(1j * neighbours @ np.array([K - q, 0.0])).sum()


def lattice_gap(bias):
    energy, q = minimum(lambda d: bands(lattice_coupling(d), bias, g)[2],
                        0, K)
    return 2 * min(energy, bands(lattice_coupling(K), bias, g)[2]), q


assert abs(abs(lattice_coupling(1e-4)) / 1e-4 / v - 1) < 1e-3
gap_lattice, q_in = lattice_gap(U)
gap_out, q_out = minimum(
    lambda d: bands(lattice_coupling(-d), U, g)[2], 0, K / 2)
assert abs(gap_lattice / gap_formula(U, g) - 1) < 1e-8
assert abs(2 * gap_out / gap_formula(U, g) - 1) < 1e-8
assert abs(q_in / p0 - 1) < 0.03 and abs(q_out / p0 - 1) < 0.03
assert abs(q_in - q_out) > 1e-3 * p0
plateau, beyond = lattice_gap(0.7)[0], lattice_gap(1.0)[0]
assert abs(plateau / gap_formula(0.7, g) - 1) < 1e-7
assert v * radius_formula(0.7, g, v) < 3 * t < v * radius_formula(1.0, g, v)
assert beyond > 2 * g

# --- numbers for the text ------------------------------------------------
print("Model parameters")
print(f"gamma1 = {g:.4f} hartree")
print(f"U = {U:.4f} hartree")
print(f"v = {v:.3f} atomic units of velocity")
print("Intermediate values")
print(f"s = U^2 + gamma1^2 = {s:.6f} hartree^2")
print(f"sqrt(s) = {np.sqrt(s):.5f} hartree")
print(f"R on the ring = s/2 = {s / 2:.6f} hartree^2")
print("Bands from diagonalization")
print(f"lower conduction band at p=0: {centre[2]:.6f} hartree")
print(f"upper conduction band at p=0: {centre[3]:.6f} hartree")
for name, p in (("p0/2", p0 / 2), ("p0", p0), ("U/v", U / v),
                ("1.5 U/v", 1.5 * U / v)):
    print(f"lower conduction band at p={name} ({p:.6f} bohr^-1): "
          f"{bands(v * p, U, g)[2]:.6f} hartree")
print("Main results")
print(f"v*p0 = {v * p0:.6f} hartree")
print(f"ring radius p0 = {p0:.6f} bohr^-1 = {p0 / BOHR_NM:.4f} nm^-1")
print(f"true gap = {gap:.6f} hartree = {gap * HARTREE_EV:.4f} eV")
print(f"gap at p=0 = {centre[2] - centre[1]:.6f} hartree")
print(f"hat depth = {centre[2] - gap / 2:.6f} hartree")
print(f"layer polarization on the ring = {polarization(U):.4f}")
print(f"coupling of crossing cones / gamma1 = {cone_coupling / g:.4f}")
print("Saturation: U/gamma1, gap/gamma1, v*p0/U (dimensionless)")
for ratio, relative_gap, relative_radius in table:
    print(f"{ratio:6.2f}  {relative_gap:.5f}  {relative_radius:.5f}")
print("Lattice model")
print(f"t = {t:.3f} hartree, bond length = {bond:.4f} bohr")
print(f"3t = {3 * t:.3f} hartree")
print(f"gap at U=0.012 hartree: {gap_lattice:.6f} hartree")
print(f"ring radius towards Gamma = {q_in:.6f} bohr^-1")
print(f"ring radius away from Gamma = {q_out:.6f} bohr^-1")
print(f"gap at U=0.7 hartree: {plateau:.6f} hartree")
print(f"gap at U=1.0 hartree: {beyond:.6f} hartree")
print("every check passed")
```

Output:

```
Model parameters
gamma1 = 0.0160 hartree
U = 0.0120 hartree
v = 0.500 atomic units of velocity
Intermediate values
s = U^2 + gamma1^2 = 0.000400 hartree^2
sqrt(s) = 0.02000 hartree
R on the ring = s/2 = 0.000200 hartree^2
Bands from diagonalization
lower conduction band at p=0: 0.006000 hartree
upper conduction band at p=0: 0.017088 hartree
lower conduction band at p=p0/2 (0.007684 bohr^-1): 0.005428 hartree
lower conduction band at p=p0 (0.015367 bohr^-1): 0.004800 hartree
lower conduction band at p=U/v (0.024000 bohr^-1): 0.006000 hartree
lower conduction band at p=1.5 U/v (0.036000 bohr^-1): 0.010292 hartree
Main results
v*p0 = 0.007684 hartree
ring radius p0 = 0.015367 bohr^-1 = 0.2904 nm^-1
true gap = 0.009600 hartree = 0.2612 eV
gap at p=0 = 0.012000 hartree
hat depth = 0.001200 hartree
layer polarization on the ring = 0.5120
coupling of crossing cones / gamma1 = 0.5000
Saturation: U/gamma1, gap/gamma1, v*p0/U (dimensionless)
  0.10  0.09950  0.70535
  0.75  0.60000  0.64031
  2.00  0.89443  0.54772
  5.00  0.98058  0.50952
 20.00  0.99875  0.50062
Lattice model
t = 0.125 hartree, bond length = 2.6667 bohr
3t = 0.375 hartree
gap at U=0.012 hartree: 0.009600 hartree
ring radius towards Gamma = 0.015216 bohr^-1
ring radius away from Gamma = 0.015532 bohr^-1
gap at U=0.7 hartree: 0.015996 hartree
gap at U=1.0 hartree: 0.250639 hartree
every check passed
```
